\section*{Cold-ion Bohm speed with wall-absorbed electrons removed}

\section*{The question}

A plane wall absorbs every electron and ion that reaches it. The potential $\phi$ falls monotonically from $\phi_s$ at the sheath edge to $\phi_w$ at the wall. No collisions or ionization occur in the sheath. At its edge the electron and ion densities both equal $n_0$ and the electric field vanishes, in the limit of a Debye length much shorter than the plasma.

Electrons arriving from the plasma belong to a Maxwellian of temperature $T_e$, given in energy units. Electrons that would have returned from the wall are missing. The ions have charge $+e$ and mass $M$, no thermal spread, and speed $u$ at the edge. The electron mass is $m$. Define
\[
y=\frac{e(\phi_s-\phi)}{T_e},\qquad
h=\frac{e(\phi_s-\phi_w)}{T_e},\qquad
c_s=\sqrt{\frac{T_e}{M}} .
\]
Velocities normal to the wall are positive toward it; electron velocities $v$ are in units of $\sqrt{T_e/m}$. The velocity components parallel to the wall integrate out.

\section*{Part (a): electron density}

\textbf{Question.} Find the electron distribution and density at a point where the potential drop is $y$.

\textbf{Answer.} An electron leaving the edge with velocity $v_0>0$ has, at drop $y$, a velocity $v$ given by
\[
\frac{v^2}{2}=\frac{v_0^2}{2}-y .
\]
It reaches the wall if $v_0^2/2>h$; otherwise it turns back. A returning electron at drop $y$ therefore has $v^2/2<h-y$. Without collisions the distribution is constant along an orbit, so
\[
f(y,v)=A\,e^{-v^2/2-y}\quad\text{for } v>-\sqrt{2(h-y)},
\]
and $f=0$ for lower $v$. Integration gives
\begin{align*}
n_e(y)&=A e^{-y}\int_{-\sqrt{2(h-y)}}^{\infty}e^{-v^2/2}\,dv\\
&=A e^{-y}\sqrt{\frac{\pi}{2}}\left[1+\operatorname{erf}\sqrt{h-y}\right].
\end{align*}
The condition $n_e(0)=n_0$ fixes $A$, and
\[
N(y)\equiv\frac{n_e(y)}{n_0}
=e^{-y}\,\frac{1+\operatorname{erf}\sqrt{h-y}}{1+\operatorname{erf}\sqrt h}.
\]

\section*{Part (b): the marginal ion speed}

\textbf{Question.} Find the smallest $u$ for which a monotone sheath exists, and show that this speed is sufficient as well as necessary.

\textbf{Answer.} First find how fast the electron density falls. By the chain rule,
\begin{align*}
\frac{d}{dy}\operatorname{erf}\sqrt{h-y}
&=\frac{2}{\sqrt\pi}e^{-(h-y)}\left(-\frac{1}{2\sqrt{h-y}}\right)\\
&=-\frac{e^{-(h-y)}}{\sqrt{\pi(h-y)}} .
\end{align*}
Hence
\[
-\frac{d\ln N}{dy}=1+D(h-y),\qquad
D(z)=\frac{e^{-z}}{\sqrt{\pi z}\,[1+\operatorname{erf}\sqrt z]} .
\]
The 1 is the Boltzmann response. The term $D$ arises because the cutoff speed of returning electrons shrinks toward the wall, removing more of the local distribution. Write $d=D(h)$ and $a=1+d$.

Ion energy and flux conservation give
\[
\frac{Mu_i^2}{2}=\frac{Mu^2}{2}+yT_e,\qquad n_iu_i=n_0u,
\]
so
\[
\frac{n_i}{n_0}=\left(1+\frac{2yc_s^2}{u^2}\right)^{-1/2}.
\]
Measure distance $X$ toward the wall in Debye lengths $\lambda_D=\sqrt{\epsilon_0T_e/(n_0e^2)}$. Poisson's equation $\epsilon_0\phi''=-e(n_i-n_e)$, with $\phi=\phi_s-T_ey/e$, becomes
\[
\frac{d^2y}{dX^2}=\frac{n_i-n_e}{n_0}.
\]
Multiply by $dy/dX$ and integrate from the field-free edge:
\[
\frac12\left(\frac{dy}{dX}\right)^2
=\int_0^y\frac{n_i(y')-n_e(y')}{n_0}\,dy' .
\]
Near the edge $n_e/n_0=1-ay+O(y^2)$ and $n_i/n_0=1-yc_s^2/u^2+O(y^2)$. The right side is therefore
\[
\frac12\left(a-\frac{c_s^2}{u^2}\right)y^2+O(y^3).
\]
If $u^2<c_s^2/a$, this is negative for small $y$, while the left side cannot be. Thus
\[
u\ge u_B=\frac{c_s}{\sqrt{1+d}},\qquad
d=\frac{e^{-h}}{\sqrt{\pi h}\,[1+\operatorname{erf}\sqrt h]}
\]
is necessary.

For sufficiency, note that $D(z)$ decreases with $z$: its numerator falls and its denominator rises. Since $h-y\le h$, the logarithmic slope of $N$ is at least $a$ in magnitude throughout the sheath, and $N\le e^{-ay}$. For $y>0$, $\ln(1+2ay)<2ay$, so
\[
N(y)\le e^{-ay}<(1+2ay)^{-1/2}\le \frac{n_i}{n_0}.
\]
The last inequality holds because $c_s^2/u^2\le a$. The charge is positive for $0<y\le h$, the field does not return to zero, and the potential continues monotonically to the wall. At $u=u_B$ the linear charge term cancels, but the sheath still exists.

\section*{Part (c): a drop of two electron temperatures}

\textbf{Question.} Evaluate the change from $c_s$ for $h=2$. Would the temperature defined by the velocity variance of the cut distribution give the same answer? Discuss large and small $h$.

\textbf{Answer.} With $\operatorname{erf}\sqrt2=0.9545$,
\[
d=\frac{e^{-2}}{\sqrt{2\pi}\,(1.9545)}=0.0276,\qquad
\frac{u_B}{c_s}=\frac{1}{\sqrt{1.0276}}=0.9865 .
\]
The marginal speed is 1.35 percent lower, or about 1.4 percent. Expansion in small $d$ gives a reduction $d/2=1.38$ percent.

The variance gives a different number. Let $v_c=\sqrt{2h}$ and
\[
r=\frac{e^{-v_c^2/2}}{\int_{-v_c}^{\infty}e^{-v^2/2}\,dv}.
\]
Direct integration gives $\langle v\rangle=r$. Integration by parts gives
\begin{align*}
\int_{-v_c}^{\infty}v^2e^{-v^2/2}\,dv
&=\left[-ve^{-v^2/2}\right]_{-v_c}^{\infty}
+\int_{-v_c}^{\infty}e^{-v^2/2}\,dv\\
&=-v_ce^{-v_c^2/2}+\int_{-v_c}^{\infty}e^{-v^2/2}\,dv,
\end{align*}
so $\langle v^2\rangle=1-v_cr$. The normal kinetic temperature is
\[
\frac{T_{\rm kin}}{T_e}=\langle v^2\rangle-\langle v\rangle^2
=1-v_cr-r^2 .
\]
The integral in $r$ is $\sqrt{\pi/2}\,[1+\operatorname{erf}\sqrt h]$, so $r=v_cd$. At $h=2$, $v_c=2$ and $r=0.0552$, giving $T_{\rm kin}=0.8865T_e$. Using $\sqrt{T_{\rm kin}/M}$ would predict a 5.85 percent reduction. That is not the sheath condition: the ions must match the density response to potential, not the velocity variance.

For large $h$, $\operatorname{erf}\sqrt h\to1$ and
\[
1-\frac{u_B}{c_s}\simeq\frac d2\simeq\frac{e^{-h}}{4\sqrt{\pi h}} .
\]
The correction vanishes as fewer electrons escape. The full formula gives reductions of 5.2, 0.41 and 0.13 percent at $h=1$, 3 and 4. For $h\to0$, $d\simeq1/\sqrt{\pi h}$ and $u_B\simeq c_s(\pi h)^{1/4}\to0$. The cold-ion assumption then fails once $u_B$ is no longer large compared with the ion thermal speed.

\section*{Part (d): can this wall float?}

\textbf{Question.} Compare the electron and ion fluxes at $h=2$, with ions entering at $u_B$.

\textbf{Answer.} Returning electrons cancel the equally fast outgoing ones, so the net electron flux is $n_0\sqrt{T_e/m}\,\langle v\rangle$. Therefore
\[
\frac{\Gamma_e}{\Gamma_i}
=\frac{n_0\sqrt{T_e/m}\,r}{n_0u_B}
=\sqrt{\frac Mm}\,\frac{r}{u_B/c_s}.
\]
A floating wall needs a ratio of one. At $h=2$ this requires
\[
\frac Mm=\left(\frac{0.9865}{0.0552}\right)^2\approx319,
\]
or 0.175 u. Even a hydrogen ion, at about 1 u, is heavier. For atomic or molecular ions a fully absorbing, non-emitting wall at $h=2$ must be an electrode held above its floating potential and collecting net electron current. A wall that returns much of the electron flux is outside this rule: with specular reflection of about 90 percent of the electrons for NH$_4^+$, or 57 percent for H$^+$, it would float at $h=2$.

For NH$_4^+$, of mass 18.04 u, the ratio is $\sqrt{18.04/0.175}\approx10.2$. Solving $\Gamma_e=\Gamma_i$ numerically for this ion gives a floating drop of $4.28T_e/e$, where the Bohm-speed reduction is 0.09 percent.

\section*{Part (e): an electrode in an ammonia plasma}

\textbf{Question.} Take $T_e=3$ eV, $n_0=10^{10}$ cm$^{-3}$, gas at 5 mTorr and 400 K, NH$_4^+$ ions and $h=2$. Find the ion speed and current density, and judge whether the correction could be identified in a real discharge.

\textbf{Answer.} The sheath voltage is $2\times3=6$ V. The ordinary speed is $c_s=4.006$ km/s, so
\[
u_B=0.9865\times4.006=3.952\ \text{km/s},
\]
a difference of 54 m/s. The ion current density is
\begin{align*}
en_0u_B&=(1.602\times10^{-19}\,\mathrm C)(10^{10}\,\mathrm{cm^{-3}})
(3.952\times10^5\,\mathrm{cm/s})\\
&=0.633\ \mathrm{mA/cm^2}.
\end{align*}
At the electrode the electron flux is about 10.2 times the ion flux, so the excess of electrons over ions is about 9.2 times the ion flux. Suppose the other walls receive the same ion flux per area and repel all electrons. Current balance then fixes the electrode area at $1/9.2$, or 0.11, of theirs. This is the largest possible value without another electron source; walls that collect some electrons allow less, for example 0.055 if their drop is $5T_e/e$.

These inputs are assumed, illustrative values for a low-pressure ammonia plasma, not measurements from a particular reactor. The following changes hold $T_e$ and $h$ fixed.

\textit{Ion temperature.} Each ion stream of speed $v_i$ contributes a density slope proportional to $1/v_i^2$, so the marginal condition becomes $c_s^2\langle v_i^{-2}\rangle=1+d$. For a narrow drifting Maxwellian of mean speed $u$ and temperature $T_i$, expansion about $u$ gives
\[
\langle v_i^{-2}\rangle\simeq\frac1{u^2}\left(1+\frac{3T_i}{Mu^2}\right).
\]
With ions at 400 K, $T_i=0.0345$ eV. Numerical integration over seven thermal widths on either side of the mean raises the marginal mean speed by 1.8 percent relative to $u_B$. The cut is needed because $\langle v_i^{-2}\rangle$ diverges for a full Maxwellian; here $v_i=0$ lies about nine widths below the mean, and cuts from five to nine widths give the same result. The figure assumes that the normal spread at the edge is still 400 K. Ions that start at 400 K and fall freely through one common potential drop have a much narrower normal spread, and the change is then only about 0.02 percent. Ions created by ionization at different presheath potentials have a wider one: if they are born at rest in a collisionless presheath with Boltzmann electrons, their mean speed at the edge is about $1.14c_s$.

\textit{Ion species.} Replacing NH$_4^+$ by NH$_3^+$ raises the speed by 2.9 percent, through $u_B\propto M^{-1/2}$. An uncertain ion mixture can thus hide the correction.

\textit{Electron reflection.} If the wall specularly reflects a fraction $R$, that fraction of the missing tail is restored. The bracket in $N$ becomes $1+\operatorname{erf}\sqrt{h-y}+R(1-\operatorname{erf}\sqrt{h-y})$, and differentiation at the edge gives
\[
d_R=\frac{(1-R)e^{-h}}
{\sqrt{\pi h}\,[1+\operatorname{erf}\sqrt h+R(1-\operatorname{erf}\sqrt h)]}.
\]
An assumed $R=0.2$ lowers the reduction from 1.35 to 1.08 percent.

\textit{Collisions and edge position.} Assumed cross sections of $10^{-14}$ cm$^2$ for ions and $10^{-15}$ cm$^2$ for electrons give mean free paths of 8.3 and 83 mm, from $\lambda=k_BT_g/(p\sigma)$, where $p$ and $T_g$ are the gas pressure and temperature. The Debye length is 0.129 mm, so $\kappa=\lambda_D/\lambda_i=0.0155$. To estimate the finite width of the transition, let $w=u_i/c_s$ and solve
\[
w\frac{dw}{dX}=\frac{dy}{dX}-\kappa w^2,\qquad
\frac{d^2y}{dX^2}=\frac{u_B/c_s}{w}-N(y).
\]
Here ion flux is constant and friction corresponds to a constant free path. Numerical integration starts on the quasineutral branch at $y=-0.6$ and stops at $w=u_B/c_s$. There the ion speed changes by 6.6 percent per Debye length. A 1.35 percent shift corresponds to about 0.2 Debye length, or 0.03 mm. The gradient depends on the friction law: charge exchange at constant free path gives a drift friction $(\pi/2)\kappa w^2$, which raises it to about 8.3 percent per Debye length.

The correction belongs to the ideal sheath edge with cold ions and a Maxwellian source. For these inputs, ion velocity spread at the edge, composition and edge position can each produce a comparable or larger change. A measured ion speed would therefore not identify the correction unless the effects of all three on the speed were known to well under 1.35 percent. The electron temperature must be known closely too: since $c_s\propto\sqrt{T_e}$, an error of about 2.7 percent in $T_e$ at fixed $h$ shifts the speed by as much as the correction. The estimate also leaves out negative ions and departures of the incoming electrons from a Maxwellian. The latter matter because the 83 mm electron path may be comparable with the chamber size, so collisions need not refill the missing tail.

Numerical values quoted here were computed with a short program.
